\section*{Leading magnetic-loop contribution to the 1S bound-electron $g$ factor, part 2}

The $g$ factor of a hydrogen-like ion in its 1S state is wanted to an absolute accuracy of $10^{-10}$. In the magnetic loop, a uniform external field $\mathbf B$ (axis 3, or $z$) acts on a virtual pair that also feels the nuclear Coulomb field and passes a photon of momentum $q\sim Z\alpha m$ to the bound electron. The leading term, to be derived here, is
\begin{equation}
\Delta g(1S)=\frac{7}{216}\,\alpha\,(Z\alpha)^5 .
\label{result}
\end{equation}

Units are $\hbar=c=1$ with Heaviside--Lorentz fields, $e^2=4\pi\alpha$; $m$ is the electron mass and $b=eB$. The nucleus is an infinitely heavy, spinless point charge $Ze$, with $Z\alpha\ll1$. The induced potential is
\begin{equation}
\delta\mathbf A=a(r)\,\mathbf B\times\hat{\mathbf r}.
\label{form}
\end{equation}
For $r\gg1/m$, $a\to\beta/r^2$, with induced moment $4\pi\beta\mathbf B$. The soft limit sets $q$ and the external field's momentum to zero in the loop. Then
\begin{equation}
4\pi\beta B^2=(Ze)^2\int\!\frac{d^3Q}{(2\pi)^3}\,\frac{\delta P(\mathbf Q)}{Q^4}.
\label{betadef}
\end{equation}
Here $\mathbf Q$ is the Coulomb momentum and $\delta P$ the $B^2$ part of the static vacuum polarization
\begin{align}
P&=\frac{\alpha}{4\pi}\int_0^\infty\!\frac{ds}{s}\int_{-1}^1\!dv\,e^{-s\phi}\,(N_1Q_z^2+N_0Q_\perp^2),\label{final}\\
N_1&=w\,z\coth z,\qquad N_0=\frac{z}{\sinh z}\,(\cosh zv-v\sinh zv\coth z).\nonumber
\end{align}
In it $z=bs$, $w=1-v^2$, $\phi=m^2+\tfrac w4Q_z^2+hQ_\perp^2$ and $h=(\cosh z-\cosh zv)/(2z\sinh z)$.

With $\delta P=\alpha^2B^2Q^2G$ and $\Delta=m^2+wQ^2/4$,
\begin{equation}
Q^2G=\int_0^\infty\!s\,ds\int_{-1}^1\!dv\,e^{-s\Delta}\left[\frac{wQ_z^2}{3}-\frac{w^2Q_\perp^2}{6}+\frac{s\,w^3Q_\perp^2Q^2}{48}\right].
\label{G}
\end{equation}
$G_\parallel$ and $G_\perp$ are $G$ for $\mathbf Q$ along and across $\mathbf B$. For fields varying slowly over $1/m$, this gives the Euler--Heisenberg terms
\begin{equation}
\mathcal L=\frac{2\alpha^2}{45m^4}\left[-2E^2B^2+7(\mathbf E\cdot\mathbf B)^2\right],
\label{EH}
\end{equation}

A program checks the results. In its output, "PV P" is $P(m^2)-2P(2m^2)+P(3m^2)$, found from (\ref{final}), from the "direct" form preceding it, and from a Landau-level sum.

\section*{The polarizability}

The angular average replaces $Q_z^2$ by $Q^2/3$ and $Q_\perp^2$ by $2Q^2/3$, turning the bracket of (\ref{G}) into $Q^2[(w-w^2)/9+sw^3Q^2/72]$. With $\int s\,e^{-s\Delta}ds=\Delta^{-2}$ and $\int s^2e^{-s\Delta}ds=2\Delta^{-3}$,
\begin{equation}
\bar G(Q)=\int_{-1}^1\!dv\left[\frac{w-w^2}{9\Delta^2}+\frac{w^3Q^2}{36\Delta^3}\right].
\end{equation}
In (\ref{betadef}) put $(Ze)^2=4\pi Z^2\alpha$, $\delta P=\alpha^2B^2Q^2G$ and $d^3Q/(2\pi)^3\to Q^2dQ/2\pi^2$:
\begin{equation}
\beta=\alpha(Z\alpha)^2\,\frac{1}{2\pi^2}\int_0^\infty\!\bar G(Q)\,dQ .
\label{betaG}
\end{equation}
The integrand is finite at $Q=0$, $m^4\bar G(0)=4/135=0.0296$. A region $Q\lesssim q$ thus contributes a fraction of order $q/m$, which justifies the soft limit and shows that its correction is linear in $q\sim Z\alpha m$. At large $Q$ the ends $v\to\pm1$ give $\int w\,dw/\Delta^2\sim\ln Q/Q^4$, so the integral converges. The Euler--Heisenberg approximation replaces $\bar G$ by the constant $\bar G(0)$, and (\ref{betaG}) then diverges linearly. The coefficient is fixed at $Q\sim m$: only $28\%$ of $\beta$ comes from $Q<m$, and $84.5\%$ from $Q<4m$.

The computed $\bar G$ is not monotonic: $m^4\bar G=0.0296,\ 0.0368,\ 0.0286,\ 0.0050$ at $Q/m=0,1,2,5$. It is the sum $(G_\parallel+2G_\perp)/3$ of terms of opposite sign, and between $Q=0$ and $m$ the negative $m^4G_\perp$ shrinks from $-0.178$ to $-0.100$, while $m^4G_\parallel$ goes from $0.444$ to $0.311$. The rise of $2m^4G_\perp$, $0.155$, exceeds the fall of $m^4G_\parallel$, $0.134$, so the sum increases.

The integral is elementary when $Q$ is done first. The Gaussian integrals $\int_0^\infty e^{-swQ^2/4}dQ=\sqrt{\pi/(sw)}$ and $\int_0^\infty Q^2e^{-swQ^2/4}dQ=2\sqrt\pi\,(sw)^{-3/2}$ give
\begin{equation}
\sqrt{\frac\pi s}\left[\frac{w^{1/2}-w^{3/2}}{9}+\frac{w^{3/2}}{36}\right]=\sqrt{\frac\pi s}\left[\frac{w^{1/2}}{9}-\frac{w^{3/2}}{12}\right].
\end{equation}
With $v=\sin\theta$, $\int w^{1/2}dv=\int\cos^2\theta\,d\theta=\pi/2$ and $\int w^{3/2}dv=\int\cos^4\theta\,d\theta=3\pi/8$, so the $v$ integral is $\pi/18-\pi/32=7\pi/288$. The $s$ integral is $\int s^{1/2}e^{-sm^2}ds=\sqrt\pi/(2m^3)$. Then $\int\bar G\,dQ=\sqrt\pi\cdot\frac{\sqrt\pi}{2m^3}\cdot\frac{7\pi}{288}=\frac{7\pi^2}{576\,m^3}$, and
\begin{equation}
\beta=\frac{7}{1152}\,\frac{\alpha(Z\alpha)^2}{m^3}.
\label{beta}
\end{equation}
The sign is positive: the induced moment is parallel to the field. Extracting the $B^2$ term numerically from the exact formula (\ref{final}) and integrating over $Q$ by quadrature gives $0.00607639$, the decimal value of $7/1152$; the asserted relative tolerance is $2\times10^{-5}$.

A nucleus of radius $R\ll1/m$ multiplies the integrand by a squared form factor $1-O(Q^2R^2)$. Since $\int Q^2\bar G\,dQ$ converges, this changes $\beta$ by a relative amount of order $(mR)^2$.

\section*{The bound electron}

The electron has charge $-e$, and $g$ is defined by the energy $g\mu_BBm_j$ with $\mu_B=e/2m$. In the Pauli Hamiltonian, $\delta\mathbf A$ couples through $\frac em\,\delta\mathbf A\cdot\mathbf p=\frac{e}{m}\frac{a}{r}\mathbf B\cdot\mathbf L$, which vanishes for $l=0$, and through $\mu_B\boldsymbol\sigma\cdot\delta\mathbf B$. The latter has the form of the free spin term with $g=2$, so $\Delta g=2\langle\delta B_z\rangle/B$. For a spherical density $\varrho(r)=|\psi|^2$, integrate by parts and use the angular average $\langle\hat{\mathbf r}\times(\mathbf B\times\hat{\mathbf r})\rangle=\tfrac23\mathbf B$:
\begin{equation}
\langle\delta\mathbf B\rangle=-\int\!\nabla\varrho\times\delta\mathbf A\,d^3r=-\frac23\mathbf B\int_0^\infty\!\varrho'(r)\,a(r)\,4\pi r^2dr .
\label{avg}
\end{equation}
The density varies on the scale $1/(Z\alpha m)$, where $ar^2=\beta$, and $-\int\varrho'dr=\varrho(0)$. The region $r\lesssim1/m$, where $ar^2$ differs from $\beta$ by a relative amount of order one, carries a fraction of order $Z\alpha$ of this integral. Outside it $ar^2-\beta$ falls only as $1/r$, which gives the relative correction of order $Z\alpha\ln(1/Z\alpha)$ found below. For 1S, $\varrho(0)=(Z\alpha m)^3/\pi$, and
\begin{equation}
\Delta g=2\cdot\frac23\cdot4\pi\beta\,\varrho(0)=\frac{16}{3}\beta\,(Z\alpha m)^3=\frac{16\cdot7}{3\cdot1152}\,\alpha(Z\alpha)^5=\frac{7}{216}\,\alpha(Z\alpha)^5 .
\label{g}
\end{equation}
The induced moment raises the mean field felt by the spin, so $g$ increases. For $nS$ states (\ref{avg}) is unchanged and $\varrho(0)$ is divided by $n^3$.

\subsection*{Check with the Dirac state}
Let $\eta=\sqrt{1-(Z\alpha)^2}$, $\xi=Z\alpha/(1+\eta)$ and $f=r^{\eta-1}e^{-Z\alpha mr}$. The spinor $\psi\propto f\,(\chi,\ i\xi\,\boldsymbol\sigma\!\cdot\!\hat{\mathbf r}\,\chi)$ solves the Dirac--Coulomb equation with energy $\eta m$. The lower equation requires $-f'/f=\xi[(1+\eta)m+Z\alpha/r]$ and the upper $\xi(f'/f+2/r)=(\eta-1)m+Z\alpha/r$; both follow from $\xi(1+\eta)=Z\alpha$ and $\xi Z\alpha=1-\eta$.

From $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, with spin along $\hat{\mathbf z}$, $\psi^\dagger\boldsymbol\alpha\psi=2\xi f^2\,\hat{\mathbf z}\times\hat{\mathbf r}$, while $\psi^\dagger\psi=(1+\xi^2)f^2$ and $2\xi/(1+\xi^2)=Z\alpha$. The energy $e\langle\boldsymbol\alpha\cdot\mathbf A\rangle$ equals $geB/4m$ for $m_j=\tfrac12$, and $\langle|\hat{\mathbf z}\times\hat{\mathbf r}|^2\rangle=\tfrac23$, so for any potential of the form (\ref{form})
\begin{equation}
g[a]=\frac83\,mZ\alpha\,\langle a(r)\rangle .
\label{dirac}
\end{equation}
The radial weight is $r^{2\eta}e^{-2Z\alpha mr}$. The uniform field has $a=r/2$ and $\langle r\rangle=(2\eta+1)/(2Z\alpha m)$, which gives the Breit value $g=\tfrac23(1+2\eta)\to2$ and confirms sign and normalization. The point dipole has $\langle r^{-2}\rangle=(2Z\alpha m)^2/[2\eta(2\eta-1)]$, which gives $\tfrac{16}{3}\beta(Z\alpha m)^3/[\eta(2\eta-1)]$. The extra factor is $1+\tfrac32(Z\alpha)^2+\dots$; at $Z\alpha=10^{-3}$ the program's quadrature with explicit spinors gives $5.333341$ in place of $16/3$. Combined with the numerical $\beta$, this yields $0.0324075$ against $7/216=0.0324074$.

\section*{What is neglected}

The induced current is not confined to $r\sim1/m$. For $r\gg1/m$ the local Lagrangian (\ref{EH}) holds. Varying $-\tfrac12B^2+\mathcal L$ gives $\nabla\times\delta\mathbf B=\nabla\times\mathbf M$ with $\mathbf M=\partial\mathcal L/\partial\mathbf B$. The Coulomb field has $E^2=Z^2\alpha/(4\pi r^4)$, so
\begin{equation}
\mathbf M=\frac{K_0}{r^4}\left[-4\mathbf B+14\,\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf B)\right],\qquad K_0=\frac{\alpha(Z\alpha)^2}{90\pi m^4}.
\end{equation}
Now $\nabla\times(\mathbf B/r^4)=4\,\mathbf B\times\hat{\mathbf r}/r^5$. Because $\nabla(\hat{\mathbf r}\cdot\mathbf B)\times\hat{\mathbf r}=\mathbf B\times\hat{\mathbf r}/r$, the second curl is $\mathbf B\times\hat{\mathbf r}/r^5$. The current is $(-16+14)K_0\,\mathbf B\times\hat{\mathbf r}/r^5$. The potential (\ref{form}) is divergence-free with $l=1$ components, so $-(a''+2a'/r-2a/r^2)=-2K_0/r^5$. The trial $a=\kappa/r^3$ gives $-(12-6-2)\kappa=-2K_0$, and
\begin{equation}
a(r)=\frac{\beta}{r^2}+\frac{\kappa}{r^3}+\dots,\qquad\kappa=\frac{\alpha(Z\alpha)^2}{180\pi m^4}.
\end{equation}
In (\ref{dirac}), to leading order in $Z\alpha$, $\langle r^{-3}\rangle=4(Z\alpha m)^3\int_{r_0}^\infty e^{-2Z\alpha mr}dr/r$ with $r_0\sim1/m$, and the integral is $\ln(1/Z\alpha)$ plus a constant. Therefore
\begin{equation}
\Delta g_{\log}=\frac{32}{3}\kappa\,(Z\alpha m)^4\ln\frac1{Z\alpha}=\frac{8}{135\pi}\,\alpha(Z\alpha)^6\ln\frac1{Z\alpha}.
\label{log}
\end{equation}
The coefficient is $0.018863$. The slope in $\ln(1/Z\alpha)$ of the Dirac expectation value is $0.018862$ and $0.018861$ for $r_0=0.5/m$ and $1/m$, independent of the cutoff within the asserted relative tolerance $10^{-3}$. Relative to (\ref{g}) the logarithmic term is $0.5821\,Z\alpha\ln(1/Z\alpha)$.

The constant beside the logarithm needs $a(r)$ at $r\sim1/m$, that is, the amplitude at $q\sim m$, and is not computed here. At $Z=10$ or $20$ the logarithm is not large, so the constant can change the size and even the sign of the order-$\alpha(Z\alpha)^6$ correction. Equation (\ref{log}) gauges the order of what (\ref{result}) omits. It is neither the correction nor a bound on it. When $Z\alpha$ is several tenths the expansion has no small parameter, and the loop must be computed with exact Coulomb propagators.

\section*{Worked example}

Take model point nuclei and $\alpha=0.0072973526$. For $Z=10$, $Z\alpha=0.072974$. From (\ref{beta}),
\begin{equation}
\beta=0.00607639\times0.00729735\times(0.072974)^2\,m^{-3}=2.361\times10^{-7}\,m^{-3},
\end{equation}
which is $2.361\times10^{-7}\times(386.16\ \mathrm{fm})^3=13.6\ \mathrm{fm}^3$. The density is $\varrho(0)=(0.072974)^3m^3/\pi=1.237\times10^{-4}\,m^3$. From (\ref{g}),
\begin{equation}
\Delta g=\frac{16\pi}{3}\times2.361\times10^{-7}\times1.237\times10^{-4}=4.89\times10^{-10},
\end{equation}
to be added to the Breit value $1.99644517$ along with the other radiative terms. The spin-flip frequency is $g\mu_BB/h$, so the shift is $4.89\times10^{-10}\times1.3996\times10^{10}\ \mathrm{Hz/T}\approx6.8$ Hz per tesla. The logarithmic term relative to $\Delta g$ is $0.5821\times0.072974\times\ln(1/0.072974)=0.11$, or $5\times10^{-11}$ in $g$.

\begin{center}
\begin{tabular}{cccc}
$Z$ & $\Delta g$ & $\Delta g_{\log}$ & $\Delta g_{\log}/\Delta g$\\
1 & $4.89\times10^{-15}$ & $1.0\times10^{-16}$ & 0.02\\
10 & $4.89\times10^{-10}$ & $5.4\times10^{-11}$ & 0.11\\
20 & $1.57\times10^{-8}$ & $2.6\times10^{-9}$ & 0.16
\end{tabular}
\end{center}

Against the target of $10^{-10}$, the term is irrelevant at $Z=1$. At $Z=10$ it is about five times the target, and the gauge of the omitted order is about half the target, so on this gauge alone the closed formula is marginal, and a firm decision needs the constant beside the logarithm, which is not computed here. At $Z=20$ the gauge of the omitted order is about twenty-six times the target, and (\ref{result}) alone cannot be relied on at that accuracy.

\section*{Computed values}
\begin{verbatim}
propagator: max residual of Dirac eq = 2.0e-09
PV P [alpha m^2/4pi], b=1 m^2, Qperp=1.2 m, Qz=0.7 m:
  final 0.525575  direct 0.525575  Landau 0.525575  (b->0: 0.500962)
PV P [alpha m^2/4pi], b=1 m^2, Qperp=1.5 m, Qz=0.0 m:
  final 0.512955  direct 0.512955  Landau 0.512955  (b->0: 0.552228)
Q=0 m: G_par=0.444444 G_perp=-0.177778 G_avg=0.029630 [1/m^4]
Q=1 m: G_par=0.310642 G_perp=-0.100053 G_avg=0.036846 [1/m^4]
Q=2 m: G_par=0.144946 G_perp=-0.029597 G_avg=0.028584 [1/m^4]
Q=5 m: G_par=0.016946 G_perp=-0.000993 G_avg=0.004986 [1/m^4]
z^2 terms: N0: -W**2/6  N1: W/3  h: -W**2/48
v integral = 7*pi/288
beta m^3/(alpha (Z alpha)^2): exact 7/1152 = 0.00607639, numerical 0.00607639
share of beta from Q<1 m: 0.276
share of beta from Q<4 m: 0.845
Euler-Heisenberg: c4 = 1/45  c7 = 7/45  G_par(0) = 4/9  G_perp(0) = -8/45
kappa m^4/(alpha (Z alpha)^2) = 1/(180*pi)
Dirac point dipole, Delta g/(beta (x m)^3) at x=1e-3: 5.333341
Delta g/(alpha x^5): numerical 0.0324075, exact 7/216 = 0.0324074
log coefficient of alpha x^6, cutoff r0=0.5/m: 0.018862
log coefficient of alpha x^6, cutoff r0=1.0/m: 0.018861
(32/3) kappa coefficient = 0.018863; ratio to leading coefficient = 0.5821
alpha = 0.0072973526 ; hbar/(m c) = 386.1593 fm
Z=1: Z alpha=0.007297 beta=2.3612e-09 1/m^3 |psi(0)|^2=1.2369e-07 m^3
  Dirac g=1.99996450 Delta g=4.8937e-15 log term=1.023e-16 ratio=0.0209
Z=10: Z alpha=0.072974 beta=2.3612e-07 1/m^3 |psi(0)|^2=1.2369e-04 m^3
  Dirac g=1.99644517 Delta g=4.8937e-10 log term=5.441e-11 ratio=0.1112
  beta=13.597 fm^3 ; muB/h=1.399624e+10 Hz/T ; Larmor shift=6.849 Hz/T
Z=20: Z alpha=0.145947 beta=9.4450e-07 1/m^3 |psi(0)|^2=9.8955e-04 m^3
  Dirac g=1.98572320 Delta g=1.5660e-08 log term=2.560e-09 ratio=0.1635
\end{verbatim}
